# Wafer curvature over thickness is mean film stress, not growth stress

## A film made of two halves

Let a film grow on a wafer. Its first layer, of thickness $a$, goes down with tensile stress $+S$. The conditions then change, and everything added later goes down with compressive stress $-S$. Tension is counted positive, and no layer changes its stress once it is in place. At total thickness $h>a$ the film pulls on the wafer with a force per unit width

$$f=Sa-S(h-a)=S(2a-h).$$

Wafer curvature measures this force, as derived below. Dividing it by the current thickness gives

$$\frac{f}{h}=S\,\frac{2a-h}{h}.$$

For $a<h<2a$ this is positive, although all the material arriving in that interval is compressive. At $h=2a$ it is zero, although the arriving stress is still $-S$. The slope gives the right answer throughout the second layer: $df/dh=-S$.

The quotient $f/h$ is a correct average over the whole film. The error lies in reading it as the stress of the material now being added.

## From curvature to force

Take a free wafer of thickness $H$ carrying a continuous, laterally uniform film with $h\ll H$. All in-plane stresses are equibiaxial and the wafer is linearly elastic. Let $y$ be the height above the wafer's midplane, with the film at $y=H/2$, and let the curvature $K$ be positive when the film side is concave. The concave side is shortened, so the in-plane strain of the wafer is

$$\varepsilon(y)=\varepsilon_0-Ky .$$

The wafer stress is $M_s\varepsilon$, where $M_s$ is its biaxial modulus. For a (001) cubic wafer with equal in-plane strains $e$, the free surface requires zero normal stress, $2C_{12}e+C_{11}e_\perp=0$, so $e_\perp=-2C_{12}e/C_{11}$. The in-plane stress $(C_{11}+C_{12})e+C_{12}e_\perp$ then gives

$$M_s=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .$$

No external force or moment acts on the plate. To leading order in $h/H$, the two balances are

$$M_sH\varepsilon_0+f=0,\qquad -\frac{M_sH^3}{12}K+\frac{H}{2}f=0 .$$

The second is Stoney's relation:

$$K=\frac{6f}{M_sH^2},\qquad f=\frac{M_sH^2}{6}K .$$

The film modulus does not appear. The force $f$ is also called the stress-thickness, and $s=f/h$ is the mean stress.

## The counter-example with a smooth stress change

Let $\sigma_g(h)$ be the growth stress, meaning the stress of a layer as it is added at thickness $h$. Take

$$\sigma_g(h)=\sigma_{ss}+\Delta e^{-h/h_0},$$

with $\sigma_{ss}=-100$ MPa, $\Delta=500$ MPa and $h_0=20$ nm. The stress starts tensile and settles to steady compression. If buried layers keep their stress, then

$$f(h)=\int_0^h\sigma_g(z)\,dz=\sigma_{ss}h+\Delta h_0\left(1-e^{-h/h_0}\right),$$

where $z$ is the height within the film.

The wafer is Si(001) with $H=300$ µm, $C_{11}=166$ GPa and $C_{12}=64$ GPa. This gives $M_s=180.7$ GPa, and $M_sH^2/6$ is 2.710 N/m of force for each 1 km$^{-1}$ of curvature.

At $h=60$ nm, with 1 MPa nm $=10^{-3}$ N/m,

$$f=-100(60)+500(20)(1-e^{-3})=3502\ \text{MPa nm}=3.502\ \text{N/m}.$$

The curvature is $3.502/2.710=1.292$ km$^{-1}$, and the two readings are

$$s=\frac{3502}{60}=58.4\ \text{MPa},\qquad \sigma_g=-100+500e^{-3}=-75.1\ \text{MPa}.$$

They differ in sign. The wafer is still concave on the film side because the early tensile material outweighs the later compressive material.

As long as buried layers are frozen, the correct sign is visible in the curvature record without knowing the formula for $\sigma_g$. Between 40 and 80 nm the force falls from 4.647 to 1.817 N/m, so the average stress of the material added in that interval is

$$\frac{1817-4647}{80-40}\approx-71\ \text{MPa}.$$

This differs from $-75.1$ MPa because it averages over 40 nm of growth.

The growth stress changes sign when $e^{-h/h_0}=-\sigma_{ss}/\Delta=1/5$, that is at $h=h_0\ln5=32.2$ nm. There $f$ has its maximum, 4.781 N/m, and the mean stress is still 148.5 MPa. The mean reaches zero at 99.3 nm, where the growth stress is $-96.5$ MPa. Between these two thicknesses the quotient gives the wrong sign.

A separate elastic calculation tests the slope reading without assuming Stoney's relation. It adds the same film in 0.5 nm layers and restores force and moment balance of the whole stack after each one. Read through Stoney's relation at 60 nm, its curvature gives 58.4 MPa by division and $-75.1$ MPa by slope. Up to 200 nm, the largest difference between the slope reading and the stress put in is 0.16 MPa.

## The correct general statement and its proof

Let $\sigma(z,t)$ be the stress at height $z$ at time $t$, so that $f(t)=\int_0^{h(t)}\sigma(z,t)\,dz$. Then

$$\frac{df}{dt}=\frac{dh}{dt}\,\sigma(h,t)+\int_0^{h}\frac{\partial\sigma}{\partial t}\,dz .$$

The first term is new material. The second is change in material already there.

For the proof, let the thickness grow from $h$ to $h+\delta h$ in a short time $\delta t$. Split the later integral at $h$:

$$f(t+\delta t)-f(t)=\int_0^h\left[\sigma(z,t+\delta t)-\sigma(z,t)\right]dz+\int_h^{h+\delta h}\sigma(z,t+\delta t)\,dz .$$

For a stress that varies smoothly within the film and in time, the first integral is $\delta t\int_0^h(\partial\sigma/\partial t)\,dz$ to first order. The second covers a thin slice and is $\sigma(h,t)\,\delta h$ to first order. Dividing by $\delta t$ and letting it go to zero gives the result.

If the buried layers are frozen, the integral vanishes. Since $\sigma(h,t)=\sigma_g(h)$, division by $dh/dt$ leaves

$$\sigma_g(h)=\frac{df}{dh}=\frac{M_sH^2}{6}\frac{dK}{dh}.$$

Frozen buried layers are therefore sufficient for the derivative rule. Without them it can still hold by accident, where changes in different buried layers cancel in the integral. The same law covers uniform etching, with $dh/dt<0$: for frozen remaining layers, $df/dh$ is the stress of the layer being removed.

## How the mean and the growth stress are related

For frozen layers, put $f=hs$ into the derivative:

$$\sigma_g=\frac{d(hs)}{dh}=s+h\frac{ds}{dh}.$$

At finite thickness the two stresses agree only where the mean is stationary. A film grown at constant stress satisfies this everywhere, and division by thickness is then harmless.

The exponential model also has a thin limit. For $h\ll h_0$, expansion gives $s\approx\sigma_{ss}+\Delta(1-h/2h_0)$ and $\sigma_g\approx\sigma_{ss}+\Delta(1-h/h_0)$. Their difference, $\Delta h/2h_0$, vanishes as $h\to0$.

At large thickness both approach $\sigma_{ss}$, but at different rates:

$$\sigma_g-\sigma_{ss}=\Delta e^{-h/h_0},\qquad s-\sigma_{ss}\approx\frac{\Delta h_0}{h}\quad(h\gg h_0).$$

The growth stress is within 10 MPa of its steady value at $h_0\ln50=78.2$ nm. The mean needs $500(20)/10=1000$ nm. A mean that still drifts therefore does not show that the growth stress is drifting. The early layers remain in the average, and their weight falls only as $1/h$.

## When buried layers relax

Suppose each layer gradually loses a fraction $\varphi$ of its initial stress, with time constant $\tau$. At constant growth rate $R$, the layer at $z$ was added at time $z/R$, so

$$\sigma(z,t)=\sigma_g(z)\left\{1-\varphi\left[1-e^{-(t-z/R)/\tau}\right]\right\}.$$

Its time derivative is $-(\varphi/\tau)\sigma_g(z)e^{-(t-z/R)/\tau}$. Insert this in the general law, set $t=h/R$, divide by $R$ and write $\ell=R\tau$:

$$\frac{df}{dh}=\sigma_g(h)-\frac{\varphi}{\ell}\int_0^h\sigma_g(z)e^{-(h-z)/\ell}\,dz .$$

When $h$ is much larger than both $\ell$ and $h_0$, the exponential weight covers only material with $\sigma_g\approx\sigma_{ss}$. The integral tends to $\ell\sigma_{ss}$, and the slope tends to $(1-\varphi)\sigma_{ss}$. A constant slope therefore does not prove that the buried film is frozen.

Take $\varphi=0.3$, $R=0.1$ nm/s and $\tau=300$ s, hence $\ell=30$ nm, with the same $\sigma_g$ as before. At 200 nm the slope is $-70.4$ MPa, while the growth stress is $-100.0$ MPa. The mean is $-39.4$ MPa. The slope is nearer than the mean, but neither is the growth stress.

Stopping the growth can separate the two terms, provided the change in buried material continues smoothly through the stop. Let $J_-$ and $J_+$ be the values of $\int_0^h(\partial\sigma/\partial t)\,dz$ just before and just after the stop. Then

$$\left.\frac{df}{dt}\right|_{-}-\left.\frac{df}{dt}\right|_{+}=R\sigma_g(h)+J_- -J_+ .$$

In this model a layer's relaxation depends on its age and not on the arriving flux, so $J_-=J_+$. The slopes are $-7.04$ and $+2.96$ MPa nm/s, and

$$\sigma_g=\frac{-7.04-2.96}{0.1}=-100.0\ \text{MPa}.$$

These are the slopes at the instant of the stop. Straight-line fits over 100 s on each side give about $-96$ MPa instead, because the slope after the stop decays with time constant $\tau$. The positive slope after the stop is compressive stress relaxing; no tensile material is being added. If the flux itself drives stress changes in buried material, for example by pushing atoms into grain boundaries, then $J$ can jump when the flux stops. The jump in slope then contains that contribution too. A change in heating when the source is shut also enters the jump: if the steady 10 K warming considered below stopped with the flux and the temperature then held constant, the stress inferred at 200 nm would be shifted by $-27$ MPa. A wafer that loses heat cools instead, and the shift is larger. If it sits 10 K above its surroundings and cools with a time constant of 300 s, the shift is about $-2.74(200)(10/300)/0.1\approx-180$ MPa, more than the stress sought.

## Taking the derivative of measured data

Differentiation amplifies noise. Let the force be sampled at thicknesses $h+x$, with the offsets $x$ placed symmetrically about zero. The least-squares slope is $b=\sum xf/\sum x^2$. For independent errors of standard deviation $\delta f$, the variances add, and the standard deviation of the slope is

$$\delta b=\frac{\delta f}{\sqrt{\sum x^2}} .$$

A wide window lowers this noise but averages over a changing stress. Expand

$$f(h+x)=f+\sigma_gx+\tfrac12\sigma_g'x^2+\tfrac16\sigma_g''x^3+\cdots .$$

The even terms cancel in $\sum xf$, so the leading bias is

$$b-\sigma_g\approx\frac{\sigma_g''}{6}\frac{\sum x^4}{\sum x^2}.$$

Suppose the curvature noise is 0.01 km$^{-1}$, or 0.027 N/m in force. With 21 points spaced by 0.5 nm, a 10 nm window centred at 60 nm gives a slope noise of 1.95 MPa and a bias of 0.17 MPa. The difference of two neighbouring points has a noise of 77 MPa, as large as the stress sought. The mean has a noise of only 0.45 MPa, but it is a precise value of a different quantity.

A constant error in $f$ acts the other way. An offset of 1 N/m, a rough size for a change of surface stress when deposition begins, shifts the mean at 60 nm by $1000/60=16.7$ MPa. It leaves the slope unchanged.

## The example beside a real deposition

The parameters are in the rough regime of copper evaporated near room temperature on silicon. Stresses of order 100 MPa, tensile as the first islands join and compressive later, are plausible for such a film, but their values depend on rate, temperature and grain structure. A 300 µm wafer is thin for its 100 mm diameter. At equal force, a 500 µm wafer would have $(300/500)^2=0.36$ times the curvature. Real copper begins as islands, so the model's first nanometres are not realistic. Once the film is continuous, a different early force that stays constant alters the mean but not the later slope. The assumption that buried layers are frozen does affect the later slope: the chosen relaxation moves the slope at 200 nm from $-100$ to $-70$ MPa.

Warming also changes buried layers. Let $M_f$ be the film's biaxial modulus, and let $\alpha_s$ and $\alpha_f$ be the expansion coefficients of wafer and film. A layer added at temperature $T(z)$ later carries the extra stress $M_f(\alpha_s-\alpha_f)[T(h)-T(z)]$. Integrating over $z$ and differentiating with respect to $h$ adds to the slope

$$M_f(\alpha_s-\alpha_f)\,h\frac{dT}{dh}.$$

The contribution from the moving upper limit is zero, because a new layer has $T(z)=T(h)$. For $M_f=197$ GPa and expansion coefficients of 2.6 and 16.5 ppm/K, the factor before $h\,dT/dh$ is $-2.74$ MPa/K. This modulus is for untextured copper; a (111)-textured film has about 261 GPa and $-3.6$ MPa/K, a (001)-textured film about 115 GPa and $-1.6$ MPa/K. A steady rise of 10 K over 200 nm, uniform through wafer and film, shifts the slope by $-8.2$ MPa at 60 nm and $-27.4$ MPa at 200 nm. For a steady rise the error grows with thickness because more film is being strained. A steady rise needs a thermal time constant much longer than the 2000 s of growth. A thin wafer cooled by radiation settles within some hundreds of seconds, and the error then peaks early and falls as $dT/dh$ dies away.

Elastic corrections are much smaller here. The balances above give $\varepsilon_0=-f/(M_sH)$ and $KH/2=3f/(M_sH)$, so the wafer surface under the film has strain $-4f/(M_sH)$. The first layer's stress changes by $-4(M_f/M_s)f/H$, which is 0.15 MPa at 200 nm, where $f=-10.0$ N/m. The final bow of 4.61 µm is 1.5% of the wafer thickness, small as linear bending theory requires. The wafer's own weight can give a sag of comparable size, about 9 µm when it is supported at the rim, so $K$ is measured as the change from its value before deposition. For this film, temperature drift and relaxation therefore deserve attention before corrections to Stoney's relation. The numerical output lists the force, curvature and both stresses at further thicknesses.

## Table of computed values

```
Si stiffness C11, C12: 166, 64 GPa
wafer biaxial modulus: 180.7 GPa
film Young modulus: 130 GPa; Poisson ratio: 0.34
film biaxial modulus: 197.0 GPa; ratio M_f/M_s: 1.090
wafer thickness: 300 um
steady stress: -100 MPa; initial excess: 500 MPa
decay thickness h0: 20 nm
force per curvature M_s H^2/6: 2.710 (N/m) per (1/km)
h (nm) | f (N/m) | K (1/km) | mean (MPa) | growth stress (MPa)
10 | 2.935 | 1.083 | 293.5 | 203.3
20 | 4.321 | 1.595 | 216.1 | 83.9
40 | 4.647 | 1.715 | 116.2 | -32.3
60 | 3.502 | 1.292 | 58.4 | -75.1
80 | 1.817 | 0.670 | 22.7 | -90.8
100 | -0.067 | -0.025 | -0.7 | -96.6
150 | -5.006 | -1.847 | -33.4 | -99.7
200 | -10.000 | -3.691 | -50.0 | -100.0
simulation at 60 nm, K/h reading: 58.4 MPa
simulation at 60 nm, slope reading: -75.1 MPa
largest slope error in simulation: 0.16 MPa
force peak, growth stress zero: 32.2 nm
peak force: 4.781 N/m
mean stress at force peak: 148.5 MPa
mean stress zero: 99.3 nm
growth stress at mean zero: -96.5 MPa
growth stress within 10 MPa of steady: 78.2 nm
mean stress within 10 MPa of steady: 1000 nm
relaxing case: rate 0.1 nm/s, tau 300 s, fraction 0.3
relaxation length R tau: 30 nm
relaxing case, df/dh at 200 nm: -70.4 MPa
relaxing case, mean at 200 nm: -39.4 MPa
df/dt before stop: -7.04 MPa nm/s
df/dt after stop: 2.96 MPa nm/s
growth stress from jump: -100.0 MPa
stiffness correction at 200 nm: -0.16 %
first-layer stress change by wafer compliance: 0.15 MPa
curvature noise: 0.01 1/km; force: 0.027 N/m
fit window: 10 nm, 21 points, spacing 0.5 nm
fitted slope noise: 1.95 MPa; bias: 0.17 MPa
two-point slope noise: 77 MPa
mean-stress noise at 60 nm: 0.45 MPa
offset 1 N/m, mean error at 60 nm: 16.7 MPa
expansion wafer, film: 2.6, 16.5 ppm/K
thermal stress coefficient: -2.74 MPa/K
warming over 200 nm: 10 K
warming slope error at 60 nm: -8.2 MPa
warming slope error at 200 nm: -27.4 MPa
wafer radius: 50 mm; final bow: 4.61 um
final bow / wafer thickness: 0.0154
```
